# At What Thickness Does the Valence Maximum Move to Gamma?

## Problem

A layered semiconductor is used as a transistor channel. In one isolated layer the highest valence state lies at the corner K of the Brillouin zone, and the valence edge at its centre, Gamma, lies $D=0.50$ eV lower. In a stack, the Gamma states of adjacent layers are coupled by a hopping $t=0.30$ eV. The K edge is taken to stay where it is, whatever the number of layers $N$. At which $N$ does the valence maximum first move from K to Gamma?

The model behind the question is as follows. Each layer contributes one orbital at Gamma. These orbitals are orthonormal, have equal energies, and couple to nearest neighbours alone. The outer layers have a neighbour on one side and nothing on the other. Gamma and K are the two competitors for the maximum. All energies are measured from the K edge, so the monolayer Gamma edge is at $-D$.

The hopping $t$ is the matrix element between two adjacent layers. A bilayer has the levels $-D\pm t$, so $t$ is half the bilayer splitting, which is 0.60 eV here.

## A tempting solution

In the bilayer the upper Gamma level is raised by $t=0.30$ eV. This comes from one interface between layers. A trilayer has two interfaces, so its Gamma edge should be raised by twice as much:

$$
E_\Gamma(N)\overset{?}{=}-D+(N-1)\,t .
$$

For two layers this gives $-0.50+0.30=-0.20$ eV, still below K. For three layers it gives $-0.50+0.60=+0.10$ eV, above K. The maximum would therefore move to Gamma at three layers.

## Where it fails

The bilayer value is right; the step to three layers is not. The argument treats the energy of one state as a sum of full contributions from all interfaces. A single normalized state cannot supply them.

Let the state have real amplitudes $c_n$ on the layers, with $\sum_n c_n^2=1$. Its energy above the monolayer Gamma edge is the expectation value of the hopping. Each neighbouring pair enters twice, once for each direction of the hop:

$$
e=2t\sum_{n=1}^{N-1}c_nc_{n+1}.
$$

In the bilayer $c_1=c_2=1/\sqrt2$, so $2c_1c_2=1$ and the interface yields the full $t$. For a second interface to yield $t$ as well, a trilayer would need $2c_1c_2=1$ and $2c_2c_3=1$ together. But $c_1^2+c_2^2\ge 2c_1c_2=1$, because $(c_1-c_2)^2\ge0$. The first two layers then use up the whole norm, $c_3$ must vanish, and the second interface yields nothing.

The best compromise in the trilayer follows from $e=2t\,c_2(c_1+c_3)$. For a given $c_2$, the sum $c_1+c_3$ is largest when $c_1=c_3$, where it equals $\sqrt{2(1-c_2^2)}$. Hence

$$
e\le 2\sqrt2\,t\,c_2\sqrt{1-c_2^2}\le\sqrt2\,t ,
$$

since the product $c_2\sqrt{1-c_2^2}$ is at most $1/2$, reached at $c_2^2=1/2$. The trilayer gains $\sqrt2\times0.30=0.424$ eV instead of 0.60 eV, and Gamma is still 0.076 eV below K.

The same reasoning bounds every stack. Using $2c_nc_{n+1}\le c_n^2+c_{n+1}^2$ for each pair, with $t>0$,

$$
e\le t\sum_{n=1}^{N-1}(c_n^2+c_{n+1}^2)=t\,(2-c_1^2-c_N^2)\le 2t .
$$

Inner layers are counted twice in the sum and outer layers once, which gives the middle expression. The gain saturates, whereas the tempting formula grows without limit.

## The correct solution

### Levels of the stack

Write the Gamma state as $|\psi\rangle=\sum_n c_n|n\rangle$ and project the Schrödinger equation on layer $n$. With $e$ measured from the monolayer Gamma edge,

$$
t\,(c_{n-1}+c_{n+1})=e\,c_n,\qquad n=1,\dots,N .
$$

The first and last layers each lack one neighbour. The same equation covers them if we introduce two fictitious layers with $c_0=c_{N+1}=0$.

Try $c_n=\sin(nq)$, which satisfies $c_0=0$. The sum rule for sines gives

$$
\sin[(n-1)q]+\sin[(n+1)q]=2\cos q\,\sin(nq),
$$

so the layer equation holds with $e=2t\cos q$. The condition at the far end is $\sin[(N+1)q]=0$, which requires

$$
q_j=\frac{j\pi}{N+1},\qquad e_j=2t\cos\frac{j\pi}{N+1},\qquad j=1,\dots,N .
$$

All these $q_j$ lie between 0 and $\pi$, where the cosine decreases strictly. The $N$ energies are therefore distinct. An $N\times N$ matrix has $N$ eigenvalues, so none is missing.

For $t>0$ the highest level has $j=1$, and the Gamma edge of the stack is

$$
E_\Gamma(N)=-D+2t\cos\frac{\pi}{N+1}.
$$

The sign of $t$ does not affect this result. Replacing $c_n$ by $(-1)^nc_n$ turns the equation for $t$ into the one for $-t$ with the same energies; the top state then alternates in sign from layer to layer.

The top state is a half wave; from three layers on, its amplitude is largest in the middle of the stack and smallest at the surfaces. As $N$ grows, $\pi/(N+1)$ falls and the level rises towards $2t$. Two consequences follow. Gamma can win at some thickness if and only if $D<2t$, and once it has won, adding layers cannot return the maximum to K within this model.

### The crossing

With $2t=0.60$ eV the edges are:

| $N$ | $2t\cos[\pi/(N+1)]$ (eV) | $E_\Gamma(N)$ (eV) |
|---|---|---|
| 2 | 0.3000 | −0.2000 |
| 3 | 0.4243 | −0.0757 |
| 4 | 0.4854 | −0.0146 |
| 5 | 0.5196 | +0.0196 |
| 6 | 0.5406 | +0.0406 |

The sign changes between four and five layers. Since the margins are small, it is worth confirming both signs without rounding.

For four layers the angle is $a=\pi/5$. Because $3a=\pi-2a$, we have $\sin3a=\sin2a$. Dividing by $\sin a$ gives $4\cos^2a-1=2\cos a$, whose positive root is $\cos a=(1+\sqrt5)/4$. Gamma would be above K if $0.60\,(1+\sqrt5)/4>0.50$, that is, if $\sqrt5>7/3$. But $5<49/9$, so Gamma is below K.

For five layers $\cos(\pi/6)=\sqrt3/2$, and the condition is $0.30\sqrt3>0.50$. Squaring both positive sides gives $0.27>0.25$, which is true.

Since the level rises with $N$, Gamma is below K for one to four layers and above it from five layers on. **The valence maximum first moves to Gamma at $N=5$.** At a rough layer spacing of 6.5 angstrom, this is a thickness of roughly 3 nm.

### Other values of the parameters

For $0<D<2t$ the condition $\cos[\pi/(N+1)]>D/(2t)$ can be solved for $N$. The inverse cosine decreases, so the inequality reverses when it is applied:

$$
\frac{\pi}{N+1}<\arccos\frac{D}{2t}
\quad\Longrightarrow\quad
N>x-1,\qquad x=\frac{\pi}{\arccos[D/(2t)]}.
$$

The smallest integer above $x-1$ is the integer part of $x$. Here $D/(2t)=0.8333$ and $x=5.364$, which again gives five.

Two limits show how the rule behaves. If $0<D<t$, then $D/(2t)<1/2$ and $x$ lies between 2 and 3: the bilayer suffices, as its levels $-D\pm t$ show directly. If $D$ approaches $2t$ from below, the crossing moves to thick stacks. The angle is then small, $\cos\theta\approx1-\theta^2/2$, and the condition becomes

$$
2t-\frac{\pi^2t}{(N+1)^2}>D
\quad\Longrightarrow\quad
N+1>\pi\sqrt{\frac{t}{2t-D}} .
$$

The term $\pi^2t/(N+1)^2$ is the confinement energy of the half wave. Close to $D=2t$, a small change in either parameter shifts the crossing by many layers.

The present case is already sensitive. At fixed $D$, the answer is five for $t$ between $D/[2\cos(\pi/6)]=0.2887$ eV and $D/[2\cos(\pi/5)]=0.3090$ eV, a range of about 4% below and 3% above the chosen value. The definition of $t$ matters even more. If 0.30 eV were the full bilayer splitting, $t$ would be 0.15 eV, and even a very thick stack would leave Gamma 0.20 eV below K.

## How firm is the answer?

The five-layer margin is 0.0196 eV. Each effect below is added separately, with the other parameters held fixed.

### Coupling at K

The assumption of an unshifted K edge can be relaxed for a stacking in which successive layers are rotated by 180 degrees. At a given K point and for a given spin, the spin-orbit energy then alternates between $+s$ and $-s$. Let $t_K$ be a spin-conserving hopping between adjacent layers. The Hamiltonian is $H=sS+T$, where $S$ is diagonal with entries $\pm1$ and $T$ contains the hopping.

Hopping connects layers with opposite entries of $S$, so $ST=-TS$. If $Tv=\varepsilon v$, then $T(Sv)=-\varepsilon(Sv)$. For $\varepsilon\ne0$ the vectors $v$ and $Sv$ are orthogonal, and in the space they span

$$
H=\begin{pmatrix}\varepsilon&s\\ s&-\varepsilon\end{pmatrix},
\qquad E=\pm\sqrt{s^2+\varepsilon^2}.
$$

The largest $|\varepsilon|$ is $2t_K\cos[\pi/(N+1)]$, by the chain result above. The monolayer K edge is at $+s$ on this scale, so the edge rises by

$$
\Delta_K=\sqrt{s^2+4t_K^2\cos^2\frac{\pi}{N+1}}-s .
$$

With rough values $s=0.20$ eV and $t_K=0.05$ eV, five layers give $\sqrt{0.0400+0.0075}-0.20=0.0179$ eV. Gamma keeps a lead of just 0.0017 eV. The lead vanishes at $t_K=0.0524$ eV, and for $t_K=0.07$ eV the crossing moves to six layers. The spin-orbit alternation weakens the effect of K hopping, but does not make it negligible here.

### Inner and outer layers

An inner layer has two neighbours and an outer layer one, so their Gamma site energies can differ. Let the inner ones be shifted by $w$. To first order, the top level moves by $w$ times the probability of finding the electron on an inner layer.

To normalize the half wave, use $\sin^2\theta=(1-\cos2\theta)/2$. The cosines $\cos[2\pi n/(N+1)]$ sum to zero over $n=0,\dots,N$, hence to $-1$ over $n=1,\dots,N$. The squared sines thus sum to $(N+1)/2$, and each outer layer carries the probability $[2/(N+1)]\sin^2[\pi/(N+1)]$. Therefore

$$
\delta E_\Gamma\approx w\left[1-\frac{4}{N+1}\sin^2\frac{\pi}{N+1}\right].
$$

The bracket is 0.833 for five layers. A shift of about $-0.0196/0.833=-0.024$ eV would return their maximum to K. For four layers the bracket is 0.724, and $w\approx0.0146/0.724=0.020$ eV would already bring Gamma up to K. Diagonalization gives $-0.0237$ and $+0.0200$ eV. Site shifts of some 0.02 eV thus suffice to change the answer in either direction.

### A perpendicular field

Let a uniform field inside the stack change the electron's potential energy by $u$ from one layer to the next; in atomic units $u=Fd$, with field $F$ and spacing $d$. With $t_K=0$, K states sit on single layers. The highest is on an outer layer, at a distance of $(N-1)/2$ spacings from the centre, so the K edge rises by $(N-1)u/2$.

The Gamma state has equal weight on both sides of the centre, while the potential is odd about it. Its first-order shift is therefore zero. In second order the lower levels push it upwards, but for small fields this is much less than the linear rise at K.

For five layers the K edge rises by $2u$. Neglecting the Gamma shift, the two edges meet at $u=0.0196/2=0.0098$ eV per 6.5 angstrom, or 0.151 MV/cm. Diagonalization, which includes the Gamma shift, gives 0.155 MV/cm. At 1 MV/cm the K edge has risen by 0.130 eV and Gamma lies 0.089 eV below it.

### Where the holes are

The location of the maximum does not by itself tell where most holes reside. Atomic units, with $\hbar=1$, are used in the formulas of this section. In a parabolic pocket of mass $m$, dilute holes at temperature $T$ have a density proportional to

$$
e^{E/kT}\int_0^\infty\frac{k'\,dk'}{2\pi}\,e^{-k'^2/(2mkT)}=\frac{mkT}{2\pi}\,e^{E/kT},
$$

where $E$ is the band edge, $k'$ the wave number measured from it, and $k$ in the product $kT$ is Boltzmann's constant. For equal mass and equal number of states, the higher valence edge holds more holes.

Each Gamma level has two spin states. At K there are two valleys and $N$ layers, with one spin state each in the upper spin-orbit branch; the lower branch, $2s=0.40$ eV down, and K hopping are neglected. The common factor $kT/(2\pi)$ cancels, leaving the weights

$$
W_\Gamma=2m_\Gamma\sum_j e^{(e_j-D)/kT},\qquad W_K=2Nm_K .
$$

Take rough in-plane masses of 1.0 at Gamma and 0.4 at K, in electron masses, and 300 K, where $kT=0.0259$ eV. For five layers the top Gamma level gives $W_\Gamma\approx2e^{0.0196/0.0259}\approx4.26$. The next level is 0.20 eV below K and adds little. At K, $W_K=2\times5\times0.4=4.0$. The share of holes in Gamma is $4.26/8.26$, or about 52%; it is 26% for four layers and 67% for six. At room temperature the transfer is gradual, and without K hopping five layers have nearly equal populations in both places. K hopping raises the upper K levels and so lowers the share in Gamma; $t_K=0.05$ eV brings it to just over 40% for five layers. The share also follows the rough masses: without K hopping, a Gamma mass of 0.6 or 2 gives 39% or 68% instead of 52%.

At zero temperature the holes of a five-layer stack first fill Gamma. Two spin states and a Fermi circle of radius $k_F$ give the density $2\pi k_F^2/(2\pi)^2=k_F^2/(2\pi)$. Setting $k_F^2/(2m_\Gamma)$ equal to the margin $E_\Gamma$ gives

$$
n=\frac{m_\Gamma E_\Gamma}{\pi}\approx8.2\times10^{12}\ \mathrm{cm^{-2}} .
$$

Beyond this density holes also enter K. The estimate neglects K hopping, which reduces the margin and with it this density. It also assumes that the added charge leaves the layers at equal potential, which neither a single gate nor a pair of equal gates does: the holes sit mainly in the middle layers, the countercharge sits on the gates, and the field between them lifts K on an outer layer relative to Gamma. With this electrostatic potential included self-consistently, a rough out-of-plane dielectric constant of 7 and no K hopping, holes enter K already at about $2\times10^{12}\ \mathrm{cm^{-2}}$ with two equal gates and about $0.8\times10^{12}\ \mathrm{cm^{-2}}$ with a gate on one side.

## Relation to real channels

The parameters lie in the regime of the semiconducting group-six transition-metal dichalcogenides. There the Gamma states have a large share of orbitals that point out of the plane and couple well between layers, while the K states are mainly in-plane. The monolayer depth of Gamma varies widely in this family, from roughly 0.1 eV to roughly 0.5 eV, so the value used here is at the deep end; with 0.1 eV and the same hopping, the rule gives two layers. A gate on one side breaks the assumption of equal layer potentials. An internal field of 1 MV/cm, a rough scale for strong gating, changes the five-layer value of Gamma minus K from $+0.020$ to $-0.089$ eV. Strain, screening by the substrate and thermal expansion can also shift the two edges; they are not sized here. The chain itself is an idealization. At the same bilayer splitting, an overlap of 0.02 between adjacent orbitals, with sign opposite to $t$, moves the crossing to four layers, and a hopping of $+0.03$ or $-0.03$ eV between second-neighbour layers moves it to four or six. Choosing five layers to obtain a Gamma maximum is thus justified for nearly equal layer potentials and for the stated $D$ and $t$, provided that all corrections together stay within the margin of 0.0196 eV. Taken alone, K hopping must stay below about 0.05 eV and the inner-layer shift above about $-0.02$ eV. Together the limits are tighter: $t_K=0.04$ eV with $w=-0.015$ eV already returns the maximum to K. The limit on K hopping holds for $s=0.20$ eV; it is lower in materials with a smaller spin-orbit splitting. The numerical output below lists the parameters and the main results of the chain model.

## Numbers as computed

```
Depth of monolayer Gamma below K: 0.50 eV
Gamma interlayer hopping: 0.30 eV
Ratio D/(2t): 0.8333
N=1: chain top 0.0000 eV, Gamma minus K -0.5000 eV
N=2: chain top 0.3000 eV, Gamma minus K -0.2000 eV
N=3: chain top 0.4243 eV, Gamma minus K -0.0757 eV
N=4: chain top 0.4854 eV, Gamma minus K -0.0146 eV
N=5: chain top 0.5196 eV, Gamma minus K +0.0196 eV
N=6: chain top 0.5406 eV, Gamma minus K +0.0406 eV
N=7: chain top 0.5543 eV, Gamma minus K +0.0543 eV
Thick-stack limit of Gamma minus K: +0.1000 eV
pi/arccos(D/(2t)): 5.364
First layer number with maximum at Gamma: 5
Layer spacing (rough): 6.5 angstrom
Thickness at crossing: 32.5 angstrom = 3.25 nm
Hopping range giving five: 0.2887 to 0.3090 eV
If 0.30 eV is the full splitting: t 0.15 eV, thick limit -0.20 eV
Half spin-orbit splitting at K (rough): 0.20 eV
K hopping (rough): 0.05 eV
K edge rise at N=5: 0.0179 eV
Gamma minus K at N=5 with K hopping: +0.0017 eV
Crossing with K hopping 0.05 eV: N=5
K hopping that cancels the N=5 margin: 0.0524 eV
Crossing with K hopping 0.07 eV: N=6
Inner-layer weight: N=4 0.724, N=5 0.833
Inner shift that brings N=4 to K: +0.0200 eV
Inner shift that returns N=5 to K: -0.0237 eV
Field returning N=5 maximum to K: 0.155 MV/cm
Same field, linear estimate: 0.151 MV/cm
K edge rise at 1 MV/cm, N=5: 0.130 eV
Gamma minus K at 1 MV/cm, N=5: -0.089 eV
Temperature: 300 K, thermal energy 0.0259 eV
In-plane masses (rough): Gamma 1.0, K 0.4 electron masses
Share of dilute holes in Gamma, N=4: 26.2 %
Share of dilute holes in Gamma, N=5: 51.6 %
Share of dilute holes in Gamma, N=6: 66.7 %
Hole density filling Gamma to the K edge, N=5: 8.19e+12 cm^-2
```
